\section*{Asymmetric photoluminescence line of silicon crystallites with Gaussian diameters}

\section*{The model}

Porous silicon made by anodic etching contains crystallites a few nanometres across. Confinement raises the photon energy of a small crystallite above the bulk gap, so a spread of sizes becomes a spread of photon energies. The model rests on four assumptions.

\begin{enumerate}
\item The diameters $d>0$ have the number density
\[
g(d)=\frac{1}{\sqrt{2\pi}\,\sigma}\exp\!\left[-\frac{(d-d_0)^2}{2\sigma^2}\right].
\]
A Gaussian also reaches negative diameters, so it is cut at $d=0$.
\item A crystallite of diameter $d$ emits one sharp line at
\[
E=E_g+\frac{C}{d^{\,n}},\qquad C>0,\quad n>0 .
\]
\item The strength of that line is proportional to $d^{\,p}$ with $p\ge 0$. The value $p=3$ means emission proportional to volume; $p=0$ means equal emission from every crystallite.
\item The crystallites emit independently, and nothing is reabsorbed.
\end{enumerate}

Write $x=E-E_g$ for the confinement energy, $x_0=C/d_0^{\,n}$ for its value at the mean diameter, and $s=\sigma/d_0$ for the relative spread.

The numerical example uses rough typical values for red-emitting porous silicon at room temperature: $E_g=1.12$ eV, $C=3.7$ eV\,nm$^n$, $n=1.4$, $d_0=3.5$ nm, $\sigma=0.5$ nm and $p=3$. Then $s=0.143$, $x_0=0.6405$ eV, and a crystallite of mean diameter emits at $1.7605$ eV.

\section*{(a) The line shape}

\textit{Find the normalised spectrum $S(E)$ per unit photon energy, its norm for $p=3$, and the spectrum per unit wavelength.}

\textbf{Solution.} Adding the sharp lines gives
\[
S(E)=\frac1Z\int_0^\infty g(d)\,d^{\,p}\,
\delta\!\left(E-E_g-\frac{C}{d^{\,n}}\right)\mathrm{d}d,
\qquad Z=\int_0^\infty g(d)\,d^{\,p}\,\mathrm{d}d .
\]
The photon energy falls steadily with $d$, so for each $x>0$ the delta function has one root, $d(x)=(C/x)^{1/n}$. For $x\le0$ there is none and $S=0$. The delta function contributes $1/|\mathrm{d}E/\mathrm{d}d|$ at the root, where
\[
\left|\frac{\mathrm{d}E}{\mathrm{d}d}\right|=\frac{nC}{d^{\,n+1}}=\frac{nx}{d}.
\]
Hence
\begin{equation}
S(E)=\frac{d(x)^{\,p+1}}{\sqrt{2\pi}\,\sigma Z\,n\,x}
\exp\!\left[-\frac{(d(x)-d_0)^2}{2\sigma^2}\right],\qquad x>0 .
\label{eq:S}
\end{equation}
One power of $d$ and the factor $1/x$ come from the change of variable. They express how densely the diameters are packed on the energy axis: large crystallites crowd together near the gap, small ones are spread thinly.

For the norm with $p=3$, put $d=d_0+\sigma u$. In the example the cut lies at $u=-7$, so the lower limit may be moved to $-\infty$ with negligible error. The averages of $u,u^2,u^3$ are then $0,1,0$, and
\[
Z=\langle(d_0+\sigma u)^3\rangle=d_0^3+3d_0\sigma^2=42.875+2.625=45.5\ \mathrm{nm^3}.
\]

A spectrometer may instead record intensity per unit wavelength. With $E=hc/\lambda$, $|\mathrm{d}E/\mathrm{d}\lambda|=hc/\lambda^2=E^2/(hc)$, so
\begin{equation}
S_\lambda=S(E)\,\frac{E^2}{hc}.
\label{eq:lambda}
\end{equation}

Equation \eqref{eq:S} was tested without using the change of variable. The emission of two million evenly spaced diameters up to 10 nm was sorted into 40 energy bins between 1.30 and 2.50 eV. The share in each bin agreed with the integral of $S$ to within $2.6\times10^{-6}$ of the total emission.

\section*{(b) The maximum}

\textit{How many maxima does $S(E)$ have, and where? Compare with the photon energy of the mean diameter.}

\textbf{Solution.} Use $d$ as the variable. Since $\ln x=\ln C-n\ln d$, the logarithm of \eqref{eq:S} is
\begin{equation}
\ln S=m\ln d-\frac{(d-d_0)^2}{2\sigma^2}+\text{const},\qquad m=p+1+n .
\label{eq:lnS}
\end{equation}
Because $\mathrm{d}E/\mathrm{d}d$ never vanishes, $S$ is stationary in $E$ where it is stationary in $d$:
\[
\frac{m}{d}-\frac{d-d_0}{\sigma^2}=0
\quad\Longrightarrow\quad d^2-d_0d-m\sigma^2=0 .
\]
The product of the roots is $-m\sigma^2<0$, so one root is positive:
\begin{equation}
d_{\rm pk}=\frac{d_0+\sqrt{d_0^2+4m\sigma^2}}{2}>d_0 .
\label{eq:peak}
\end{equation}
The second derivative of \eqref{eq:lnS}, $-m/d^2-1/\sigma^2$, is negative, so this is a maximum and there is no other. It belongs to crystallites larger than the mean, and the line peaks to the red of the energy of the mean diameter.

For small $s$, $\sqrt{1+4ms^2}\approx1+2ms^2$, so $d_{\rm pk}\approx d_0(1+ms^2)$ and
\begin{equation}
x_{\rm pk}\approx x_0\,(1-n\,m\,s^2).
\label{eq:shift}
\end{equation}
In $m$, the part $p$ comes from the emission weight and the part $n+1$ from the change of variable. A red shift therefore remains even for $p=0$.

In the example $m=5.4$ and
\[
d_{\rm pk}=\frac{3.5+\sqrt{12.25+5.40}}{2}=3.851\ \mathrm{nm},\qquad
E_{\rm pk}=1.680\ \mathrm{eV}.
\]
The shift from $1.7605$ eV is $-80$ meV; the small-$s$ law \eqref{eq:shift} gives $-99$ meV, so it serves as an estimate here. With $p=0$ and all else fixed the peak is at $1.721$ eV. About half of the shift thus comes from the change of variable and half from the volume weight.

The energy peak corresponds to $738$ nm, but the spectrum per unit wavelength peaks at $733$ nm. By \eqref{eq:lambda}, $\ln S_\lambda$ has the extra slope $2/E$ in energy, which is positive and pushes the maximum to higher energy.

\section*{(c) Half-widths and asymmetry}

\textit{Let $b$ and $r$ be the distances in energy from the peak to the half-maximum points on the blue and red sides. Find the equation for these points, then the full width and the ratio $(b-r)/(b+r)$ to leading order in $s$. What causes the asymmetry?}

\textbf{Solution.} Put $d=d_{\rm pk}(1+\eta)$. The change of the square in \eqref{eq:lnS} is
\[
(d-d_0)^2-(d_{\rm pk}-d_0)^2=2(d_{\rm pk}-d_0)d_{\rm pk}\,\eta+d_{\rm pk}^2\eta^2
=2m\sigma^2\eta+d_{\rm pk}^2\eta^2 ,
\]
where the last step uses the peak condition $d_{\rm pk}(d_{\rm pk}-d_0)=m\sigma^2$. Setting $\ln S-\ln S_{\rm pk}=-\ln2$ gives
\begin{equation}
\frac{d_{\rm pk}^2}{2\sigma^2}\,\eta^2+m\left[\eta-\ln(1+\eta)\right]=\ln 2 .
\label{eq:half}
\end{equation}
This holds for any $s$. It has one negative root $\eta_-$ (smaller crystallites, blue side) and one positive root $\eta_+$ (red side).

For small $s$, use $\eta-\ln(1+\eta)=\eta^2/2-\eta^3/3+\dots$ and $d_{\rm pk}^2/\sigma^2=s^{-2}[1+O(s^2)]$. The first term of \eqref{eq:half} dominates and
\[
\eta_\pm=\pm q\,[1+O(s^2)]+O(s^4),\qquad q=\sqrt{2\ln2}\;s .
\]
The $O(s^4)$ part is the same for both roots and comes from the cubic term. To order $s^2$ the two points are therefore symmetric in diameter. They are not symmetric in energy, because
\[
\frac{x}{x_{\rm pk}}=(1+\eta)^{-n}=1-n\eta+\frac{n(n+1)}{2}\eta^2+O(\eta^3).
\]
Inserting $\eta=-q$ for the blue point and $\eta=+q$ for the red one,
\begin{align}
\frac{b}{x_{\rm pk}}&=nq+\tfrac12n(n+1)q^2+O(s^3),\\
\frac{r}{x_{\rm pk}}&=nq-\tfrac12n(n+1)q^2+O(s^3).
\end{align}
The sum gives the full width, with $x_{\rm pk}\to x_0$ at this order, and the ratio gives the asymmetry:
\begin{equation}
b+r\approx2\sqrt{2\ln2}\;n\,x_0\,s,\qquad
\frac{b-r}{b+r}=\frac{(n+1)\sqrt{2\ln2}}{2}\,s+O(s^3).
\label{eq:asym}
\end{equation}
The error in the ratio is of order $s^3$, not $s^2$, for a reason of symmetry. Equation \eqref{eq:half} contains $\sigma^2$ alone, so reversing the sign of $s$ exchanges the two roots. Then $b\to-r$ and $r\to-b$: the difference is even in $s$, the sum is odd, and the ratio is odd.

The blue side is wider, since the same step in diameter costs more energy for a small crystallite than for a large one. At leading order $p$ drops out: the weight moves the peak but does not tilt the line. At the spread of the example the higher orders are visible: raising $p$ from 0 to 3 lowers the asymmetry from $0.186$ to $0.171$.

To check this cause, replace the map by a straight line with the slope it has at $d_0$, keeping $\sigma$ and $p$. Then $m$ is replaced by $p$ in \eqref{eq:half}, and what is left comes from the cubic term. Writing $\eta_\pm=\pm q+\kappa$ in $\eta^2/(2s^2)-p\eta^3/3=\ln2$ gives $q\kappa/s^2=pq^3/3$, so $\kappa=pq^2s^2/3$. Both points move towards larger $d$, and
\[
\frac{b-r}{b+r}=-\frac{\kappa}{q}=-\frac{p\,q\,s^2}{3}\approx-0.003
\]
for the example. The computed value is $-0.0027$, against $+0.171$ with the curved map.

\textit{Numbers.} The half-maximum points lie at $1.5825$ and $1.8186$ eV, from crystallites of $4.42$ and $3.29$ nm. Thus $r=98$ meV, $b=138$ meV, the full width is $236$ meV and the asymmetry is $40.4/236.1=0.171$. The laws \eqref{eq:asym} give $302$ meV and $0.202$, too large by 28\% and 18\% of the computed values. Most of this error comes from evaluating at $d_0$ rather than at the peak. Keeping the full quadratic term of \eqref{eq:half} at the peak replaces $s$ by
\[
s_{\rm pk}=\left(\frac{d_{\rm pk}^2}{\sigma^2}+m\right)^{-1/2}=(59.3+5.4)^{-1/2}=0.124 .
\]
With $x_{\rm pk}=0.560$ eV, the width becomes $2.355\times1.4\times0.560\times0.124=0.23$ eV and the asymmetry $1.2\times1.177\times0.124=0.18$.

\section*{(d) The far edges and the moments}

\textit{How does $S$ behave as $x\to0$ and as $x\to\infty$? Which moments of $x$ exist? Find the mean photon energy for small $s$.}

\textbf{Solution.} As $x\to0$, $d\to\infty$ and the Gaussian factor behaves as $\exp[-(C/x)^{2/n}/(2\sigma^2)]$ to leading order in the exponent. The red edge thus falls faster than any power of $x$.

As $x\to\infty$, $d\to0$ and the Gaussian tends to the constant $e^{-d_0^2/2\sigma^2}$. What remains of \eqref{eq:S} is
\begin{equation}
S\to\frac{C^{(p+1)/n}\,e^{-d_0^2/2\sigma^2}}{\sqrt{2\pi}\,\sigma Z\,n}\;x^{-1-(p+1)/n}.
\label{eq:tail}
\end{equation}
The integral of $x^kS$ converges at large $x$ if and only if $k<(p+1)/n$. In the example the limit is $4/1.4=2.86$: the mean and variance exist, but the third moment, and with it the skewness, is infinite. The integral over successive decades of $x$ far out in the tail confirms this. It changes by a factor $0.139$ per decade for $k=2$ and by $1.389$ for $k=3$.

This tail has no physical content. The first factor dropped in \eqref{eq:tail} is $\exp(d\,d_0/\sigma^2)$, so the power law needs $d\ll\sigma^2/d_0=0.07$ nm, less than the size of an atom. Crystallites below 1 nm carry a share of $5\times10^{-9}$ of the emission. Because the tail carries the factor $e^{-d_0^2/2\sigma^2}=e^{-24.5}$, the divergence is also invisible in practice: the skewness is $1.120$ whether the smallest diameter is set at $10^{-10}$ nm or at 1 nm. It does respond to a cut placed where crystallites still emit, falling to $1.115$ at 1.5 nm and $1.047$ at 2 nm. Half-widths describe the visible line without any cut, whereas a skewness is formally defined only with a smallest diameter and weights the small crystallites heavily.

For the mean, expand $\langle d^{\,a}\rangle\approx d_0^{\,a}[1+\tfrac12a(a-1)s^2]$, with $a=p-n$ above and $a=p$ below:
\[
\langle x\rangle=C\,\frac{\langle d^{\,p-n}\rangle}{\langle d^{\,p}\rangle}
\approx x_0\left[1+\frac{(p-n)(p-n-1)-p(p-1)}{2}s^2\right]
=x_0\left[1+\frac{n(n+1-2p)}{2}s^2\right].
\]
By the moment condition above, the mean exists only for $n<p+1$. For $p=0$ and $n=1.4$ it is infinite, because of the unphysical tail; the expansion then describes the mean with a smallest diameter imposed, for instance 1 nm. In that sense, for $p=0$ the curvature of the map raises the mean energy above that of the mean diameter. For $p=3$ the preference for large crystallites wins: the coefficient is $-2.52$ and the shift $-33$ meV. The computed mean is $1.7295$ eV, a shift of $-31$ meV. It lies above the peak, on the side of the wider flank.

\section*{(e) A log-normal distribution}

\textit{Let $\ln d$, rather than $d$, be Gaussian with standard deviation $s$. What is the asymmetry now?}

\textbf{Solution.} The density of $d$ is proportional to $d^{-1}\exp[-(\ln d-\ln d_0)^2/(2s^2)]$, with $d_0$ now the median. The weight $d^{\,p}$, the prefactor $d^{-1}$ and the factor $d/x$ are all powers of $d$, so they add terms linear in $\ln d$ to $\ln S$. A parabola plus a linear term is a shifted parabola of the same curvature. Since $\ln x$ is linear in $\ln d$ with slope $-n$, $\ln S$ is a parabola in $\ln x$ with standard deviation $ns$. The half-maximum points are $x_{\rm pk}e^{\pm nq}$, and
\[
\frac{b-r}{b+r}=\frac{e^{nq}+e^{-nq}-2}{e^{nq}-e^{-nq}}=\tanh\frac{nq}{2}\approx\frac{n\sqrt{2\ln2}}{2}\,s .
\]
The factor $n+1$ of \eqref{eq:asym} has become $n$: the log-normal already has a longer tail towards large crystallites, which fills in the red side. For $n=1.4$ and $s=0.143$ the asymmetry is $\tanh(0.118)=0.117$, against $0.171$ for the Gaussian. This log-normal line is wider, $269$ meV; with $s=0.127$, which gives the same ratio of width to $x_{\rm pk}$ as the Gaussian, its asymmetry is $0.104$. The observed asymmetry therefore does not by itself fix $n$; the size distribution must be known.

\section*{(f) The model beside real porous silicon}

\textit{Estimate the largest effects left out, for the same numbers.}

\textbf{Solution.}

\textit{Spread at fixed diameter.} Crystallites of equal diameter differ in shape and surface, and each line is broadened by phonons. Convolving $S$ with a Gaussian of full width 120 meV, a rough value, moves the peak to $1.690$ eV, widens the line to $267$ meV and lowers the asymmetry to $0.12$. A symmetric broadening thus hides part of the asymmetry.

\textit{Electron--hole attraction.} Let both particles occupy the ground state of a hard-walled sphere of radius $R=d/2$. The mutual energy of the two charge clouds is $1.786\,e^2/(4\pi\varepsilon_0\varepsilon R)$ in magnitude, surface polarisation being left out. With $\varepsilon=11.7$ and $R=1.93$ nm,
\[
\frac{1.786\times1.44\ \mathrm{eV\,nm}}{11.7\times1.93\ \mathrm{nm}}=0.114\ \mathrm{eV}.
\]
Surface polarisation acts the other way. In the same sphere model it raises the energy of the pair by about 25 meV if the surroundings are an oxide of permittivity 3.9, and by nearly 50 meV in vacuum. If the confinement law describes the gap with neither effect, the peak is therefore too high by about 70 to 90 meV. Both effects scale as $1/d$, so together they also narrow the line, by 20 to 30 meV. These figures use the bulk permittivity inside the sphere; a reduced value of 9.5 would raise the net lowering of the peak to 85 to 115 meV.

\textit{Phonons and temperature.} Emission assisted by an optical phonon is lowered by about 57 meV. The thermal energy at 300 K is 26 meV.

\textit{Anisotropic electron mass.} Take a hard-walled box with the volume of the sphere at $d_{\rm pk}$ and one edge 10\% longer than the other two. With rough masses of $0.92$ and $0.19\,m_e$, and the edges along the cube axes, the conduction valleys along the long and short edges split by 30 meV. This is on the high side: with a hole mass of $0.3$ to $0.5\,m_e$ the same box confines the pair by $0.69$ to $0.85$ eV, against $0.56$ eV from the law used here.

\textit{Efficiency.} If the light yield fell as $d^{-3}$, it would cancel the volume weight. The peak would then be that for $p=0$, higher by 40 meV.

\textit{Surfaces.} Crystallites below 3 nm supply 7\% of the emission. In oxidised material, surface states can take over the emission of small crystallites and lower its energy, which would weaken the blue flank. Energy transfer to larger crystallites acts in the same direction; it is not sized here.

Red bands a few tenths of an electronvolt wide are typical of porous silicon, and the model falls in this range. Real layers are connected networks of uneven wires and grains, so separate spheres with one diameter each are the assumption most plainly broken. The net attraction and the emission of a phonon both lower the peak. If the confinement law contains neither, they add up to more than 0.1 eV, which exceeds the 80 meV shift found in (b). A mean diameter read from a peak inherits this error. At the peak $|\mathrm{d}E/\mathrm{d}d|=nx_{\rm pk}/d_{\rm pk}=1.4\times0.560/3.85=0.20$ eV/nm, so 0.1 eV corresponds to about 0.5 nm, as much as $\sigma$ itself. With the full 0.12 to 0.15 eV, the same peak requires a mean diameter smaller by 0.6 to 0.7 nm. The numerical output lists the main computed values.

\section*{Numbers as computed}
\begin{verbatim}
gap Eg (rough) = 1.12 eV
confinement constant C (rough) = 3.7 eV nm^n
confinement exponent n (rough) = 1.4
mean diameter d0 = 3.5 nm
standard deviation sigma = 0.5 nm
relative spread s = 0.1429
weight exponent p = 3
m = p+1+n = 5.4
norm Z = 45.500 nm^3
largest bin error, sorted vs formula = 2.6e-06
confinement energy at d0 = 0.6405 eV
photon energy at d0 = 1.7605 eV
diameter at peak = 3.8506 nm
peak energy = 1.6804 eV
peak shift from energy at d0 = -80.1 meV
peak shift, small-s law = -98.8 meV
peak energy for p = 0 = 1.7208 eV
peak energy for p = 2 = 1.6929 eV
mean photon energy = 1.7295 eV
red half-maximum energy = 1.5825 eV
blue half-maximum energy = 1.8186 eV
diameter at red half maximum = 4.416 nm
diameter at blue half maximum = 3.290 nm
red half-width = 97.8 meV
blue half-width = 138.2 meV
blue/red half-width ratio = 1.413
full width at half maximum = 236.1 meV
full width, small-s law = 301.6 meV
asymmetry (b-r)/(b+r) = 0.1710
asymmetry, small-s law = 0.2018
asymmetry with straight-line map = -0.0027
wavelength of the energy peak = 737.8 nm
peak of per-wavelength spectrum = 732.7 nm
tail exponent 1+(p+1)/n = 3.857
moments exist for k below (p+1)/n = 2.857
2nd-moment decade ratio in tail = 0.139
3rd-moment decade ratio in tail = 1.389
tail diameter scale sigma^2/d0 = 0.071 nm
emission share from d < 1 nm = 4.8e-09
emission share from d < 3 nm = 0.0729
fixed-diameter line width (rough) = 120 meV
broadened peak energy = 1.6895 eV
broadened full width = 267.1 meV
broadened asymmetry = 0.1201
relative permittivity (rough) = 11.7
attraction coefficient = 1.7861
electron-hole attraction at peak = 114 meV
electron masses (rough) = 0.92, 0.19 m_e
valley splitting, 10 % elongation = 30 meV
optical phonon energy (rough) = 57 meV
thermal energy kT at 300 K = 25.9 meV
\end{verbatim}
